\section*{Symmetric anisotropy versus Dzyaloshinskii–Moriya exchange in one-band superexchange, part 2}

You have a spin-$1/2$ model of a Mott insulator with the bond Hamiltonian $J_0\,\mathbf S_i\cdot\mathbf S_j+\mathbf D\cdot(\mathbf S_i\times\mathbf S_j)+\mathbf S_i\cdot\Gamma\,\mathbf S_j$, with $D/J$ near $0.2$ and $\Gamma$ about a tenth of $D$. You dropped $\Gamma$, found an easy plane perpendicular to the Dzyaloshinskii--Moriya (DM) vector $\mathbf D$, and asked whether this truncation is consistent and what decides whether the model has an anisotropy. Units are Hartree atomic units, $\hbar=1$.

The full model derives from a half-filled one-band Hubbard model with on-site repulsion $U$ and hopping matrix $T=\tau u=t+i\boldsymbol\lambda\cdot\boldsymbol\sigma$, where $u=e^{i\theta\,\mathbf n\cdot\boldsymbol\sigma/2}$, $t=\tau\cos(\theta/2)$ and $\boldsymbol\lambda=\tau\sin(\theta/2)\,\mathbf n$. On a single bond (the dimer) the triplet stays degenerate at $0$ and the singlet lies at
\begin{equation}
E_s=\frac U2-\sqrt{\frac{U^2}4+4\tau^2}\;\to\;-\frac{4\tau^2}U\equiv-J\quad(\tau\ll U).
\label{dimer}
\end{equation}
At order $\tau^2/U$ the bond term is $J(\mathbf S_i\cdot\tilde{\mathbf S}_j-\tfrac14)$, where $\tilde{\mathbf S}_j$ is $\mathbf S_j$ rotated by $-\theta$ about $\mathbf n$. This gives $J_0=J\cos\theta$, $\mathbf D=J\sin\theta\,\mathbf n=8t\boldsymbol\lambda/U$ and $\Gamma=\gamma\,\mathbf n\mathbf n^T$ with $\gamma=J(1-\cos\theta)=8\lambda^2/U$. For $\mathbf n=\hat z$, $\tilde S^+=e^{-i\theta}S^+$ and, without the constant,
\begin{equation}
H_{ij}=J_zS_i^zS_j^z+\frac J2\left(e^{i\theta}S_i^+S_j^-+\text{h.c.}\right),
\label{xxz}
\end{equation}
with $J_z=J$ in the full model and $J_z=J_0$ if $\Gamma$ is dropped (the truncated model). The truncation falsely splits the dimer triplet by $\gamma/2$. Classical spins have length $S$.

On a lattice, separate site rotations leave the $U$ term unchanged and reduce the bond rotations to ordered products of the $u$ around closed loops, $W=\cos(\Phi/2)+i\sin(\Phi/2)\,\mathbf w\cdot\boldsymbol\sigma$. If all $W=\pm1$, the zero-field Hamiltonian has an SU(2) symmetry generated by the rotated spins. Frustration of rotations means $W\ne\pm1$. For a single ring the rotations enter the spectrum through $\Phi$ alone.

\subsection*{The four-site ring}

Take equal $\tau$, bonds $(i,i+1)$, all axes along $\hat z$. Site rotations about $\hat z$ bring Eq.~(\ref{xxz}) to the same phase $\varphi=\Phi/4$ on every bond, $\Phi$ being the sum of the bond angles; they leave $J_z$ alone, so this also holds without $\Gamma$, provided the bond angles have equal magnitude, as in both cases below, so that $J_z=J_0$ is the same on every bond. Let $0\le\varphi\le\pi/4$. The total $S^z=m$ is conserved.

For $m=1$ one down spin sits at site $r$. Two bonds contribute $+J_z/4$ and two $-J_z/4$, so the diagonal energy is zero. The term $S_i^+S_{i+1}^-$ moves the down spin forward with amplitude $(J/2)e^{i\varphi}$, its conjugate moves it backward, and the state $\sum_re^{ikr}|r\rangle$ has energy $J\cos(k-\varphi)$ with $k=0,\pm\pi/2,\pi$. For $m=-1$ the roles are reversed and the energy is $J\cos(k+\varphi)$. The lowest level is at $k=\pi$, since $\cos\varphi\ge\sin\varphi$, so $E_\pm=-J\cos\varphi$.

For $m=0$ label states by the sites of the up spins. An up spin moves forward with $e^{-i\varphi}$ and backward with $e^{i\varphi}$. The N\'eel states $|13\rangle,|24\rangle$ have diagonal energy $-J_z$, the other four have zero, and one hop from any of these four leads back to a N\'eel state. With $p=(|23\rangle+|14\rangle)/\sqrt2$ and $q=(|34\rangle+|12\rangle)/\sqrt2$, the transverse part gives
\begin{align*}
H_\perp|13\rangle&=\tfrac J{\sqrt2}\left(e^{-i\varphi}p+e^{i\varphi}q\right),\\
H_\perp|24\rangle&=\tfrac J{\sqrt2}\left(e^{i\varphi}p+e^{-i\varphi}q\right).
\end{align*}
The even combination $(|13\rangle+|24\rangle)/\sqrt2$ couples to $(p+q)/\sqrt2$ with $\sqrt2J\cos\varphi$, the odd one to $(p-q)/\sqrt2$ with $-i\sqrt2J\sin\varphi$, and the two states orthogonal to $p$ and $q$ stay at zero. The lower roots of the two $2\times2$ blocks are
\begin{align}
E_g&=-\tfrac{J_z}2-\sqrt{\tfrac{J_z^2}4+2J^2\cos^2\varphi},\nonumber\\
E_0&=-\tfrac{J_z}2-\sqrt{\tfrac{J_z^2}4+2J^2\sin^2\varphi}.
\end{align}
At $\varphi=0$, $J_z=J$ they give the singlet $-2J$ and $E_0=E_\pm=-J$, the lowest triplet. Define $\Delta=E_\pm-E_0$. At $\varphi=0$ one has $\Delta=J_z-J$, so there $\Delta>0$ is the sign of an easy axis and $\Delta<0$ of an easy plane. For $\varphi\ne0$ I use $\Delta$ only as the splitting of these levels; it need not follow the classical anisotropy energy.

\emph{Staggered} $\mathbf D$, angles $\theta,-\theta,\theta,-\theta$: $\Phi=0$. The full model has $\Delta=0$. The truncated one has $\Delta=J_0-J=-\gamma$.

\emph{Uniform} $\mathbf D$, all angles $\theta$: $\varphi=\theta$. The full model has
\begin{equation}
\Delta=J(1-\cos\theta)+\tfrac J2\left(\sqrt{1+8\sin^2\theta}-1\right)\approx\tfrac12J\theta^2+2J\theta^2=\tfrac52J\theta^2 .
\label{full}
\end{equation}
The truncated one has $E_\pm=-J_0$ and $\Delta=\sqrt{J_0^2/4+2D^2}-J_0/2\approx2D^2/J_0\approx2J\theta^2$. The ratio of truncated to full tends to $4/5$ as $\theta\to0$: the relative error does not vanish with the spin-orbit coupling.

Classically, in-plane spins at azimuths $\psi_i$ have the bond energy $JS^2\cos(\theta_b+\psi_i-\psi_{i+1})$, from Eq.~(\ref{xxz}). With $\psi_{i+1}-\psi_i=\pi+\delta_b$ it is $-JS^2\cos(\delta_b-\theta_b)$, subject to $\sum_b\delta_b=0$ modulo $2\pi$. Staggered angles allow $\delta_b=\theta_b$ and reach $-JS^2$ per bond. For uniform angles the mismatch $4\theta$ is shared equally, because the cosine is concave near its maximum: $\delta_b=0$, energy $-J_0S^2$. The N\'eel state along $\hat z$ has $-J_zS^2$ per bond. The difference $E_{\rm plane}-E_{\rm axis}$ per bond is therefore $0$ (full) and $-\gamma S^2$ (truncated) for staggered $\mathbf D$, and $+\gamma S^2$ (full) and $0$ (truncated) for uniform $\mathbf D$. In the full model no bond can go below $-JS^2$, so the axial N\'eel state is a global minimum. Between these two states the truncation produces an anisotropy where there is none and misses the one that frustration creates. The uniform result belongs to a short ring. On an even ring of $N$ sites the in-plane state may wind, $\delta_b=2\pi k/N$ with integer $k$, so the mismatch per bond is at most $\pi/N$ and the full-model difference is at most $JS^2[1-\cos(\pi/N)]$, which vanishes as $N\to\infty$; the truncated difference, lower by $\gamma S^2$, then tends to $-\gamma S^2$. A long chain with uniform $\mathbf D$ behaves like the unfrustrated case.

\subsection*{Numbers}

Take round model parameters $\tau=0.01$ Ha, $U=0.2$ Ha, $\theta=0.2$ rad, $S=1/2$, so $t=0.00995004$ Ha and $|\lambda|=0.000998334$ Ha. The numerical output after this answer holds the values quoted. Then $J=4(0.01)^2/0.2=0.002$ Ha ($54.4$ meV), $J_0=0.00196013$ Ha, $D=8(0.00995004)(0.000998334)/0.2=3.973\times10^{-4}$ Ha ($10.8$ meV) and $\gamma=8(0.000998334)^2/0.2=3.987\times10^{-5}$ Ha ($1.08$ meV). This is your regime: $D/J=0.199$, $\gamma/D=0.100$. The scale of the DM energy shift, $D^2/2J=3.947\times10^{-5}$ Ha, lies $1\%$ below $\gamma$.

For the dimer the full spin model gives $-1.5\times10^{-3}$ Ha and three levels at $5\times10^{-4}$ Ha. The truncated one gives $-1.4900\times10^{-3}$, twice $4.9003\times10^{-4}$ and $5.0997\times10^{-4}$ Ha, a false splitting $\gamma/2=1.993\times10^{-5}$ Ha ($0.54$ meV). Diagonalizing the Hubbard dimer gives no triplet spread and the gap of Eq.~(\ref{dimer}), $\sqrt{0.01+0.0004}-0.1=0.00198039$ Ha, which is $1\%$ below $J$.

For the staggered ring the spin model and the Hubbard diagonalization both give $\Delta=0$, against $-1.08$ meV without $\Gamma$. For the uniform ring $\Phi=0.8$ rad, $8\sin^2\theta=8(0.198669)^2=0.3158$, and
\begin{align*}
E_0&=-0.001\left(1+\sqrt{1.3158}\right)=-2.1471\times10^{-3}\ \text{Ha},\\
\Delta&=-1.96013\times10^{-3}+2.14706\times10^{-3}=1.869\times10^{-4}\ \text{Ha}\ (5.09\ \text{meV}).
\end{align*}
The estimate $\tfrac52J\theta^2=2.0\times10^{-4}$ Ha is $7\%$ above this value, mainly because the square root in Eq.~(\ref{full}) is expanded in $8\sin^2\theta=0.32$, which is not small; this accounts for about five sixths of the excess, and the replacements $\sin^2\theta\to\theta^2$ and $1-\cos\theta\to\theta^2/2$ for the rest. The truncated model gives $1.497\times10^{-4}$ Ha ($4.07$ meV), $20\%$ below the full spin model.

The Hubbard ring gives $1.895\times10^{-4}$ Ha ($5.16$ meV), a factor $1.0135$ above the spin model at $\tau/U=0.05$. Each hop moves one electron between the two sublattices, so a return to single occupancy needs an even number of hops, the next term is of order $\tau^4/U^3$, and the relative deviation should scale as $(\tau/U)^2$. Relative to the spin-model value it is $9.43\times10^{-5}$ at $\tau/U=0.004$ and $2.36\times10^{-5}$ at $0.002$, a ratio of $4.0$. For this splitting, dropping $\Gamma$ costs about $20\%$ and stopping at second order in $\tau$ about $1\%$. The $1\%$ is not a general accuracy of the spin model: at the same parameters the Hubbard gap $E_0-E_g$ lies $8\%$ below the spin-model value, and the deviation of $\Delta$ grows to $4\%$ at $\tau/U=0.1$. The diagonalization solves the one-band model and contains no other orbitals, intersite interactions or lattice motion. The classical anisotropy per bond is $\gamma S^2=3.987\times10^{-5}/4=9.97\times10^{-6}$ Ha, and numerical minimization gives the four signs and zeros derived above.

\subsection*{Where the statement stops}

\emph{Other interactions.} The argument needs an interaction that is invariant under separate rotations of each site. A direct exchange $-K\,\mathbf S_1\cdot\mathbf S_2$ between the unrotated spins is not. Added to the full dimer it gives $J_z=J-K$ and the transverse amplitude $Je^{i\theta}-K$, whose squared modulus is $J^2+K^2-2JK\cos\theta=(J-K)^2+2K\gamma$. The block structure is unchanged, so for $K<J$ the triplet splits by
\begin{equation}
\tfrac12\left[\sqrt{(J-K)^2+2K\gamma}-(J-K)\right]\approx\frac{K\gamma}{2(J-K)},
\end{equation}
the last form for $2K\gamma\ll(J-K)^2$. For $K=2\times10^{-4}$ Ha the estimate is $(2\times10^{-4})(3.987\times10^{-5})/(3.6\times10^{-3})=2.21\times10^{-6}$ Ha, in line with the diagonalized $2.212\times10^{-6}$ Ha ($0.060$ meV). Two exchange channels with different rotation angles, $\theta$ and $0$, act on one bond, and no choice of frame removes both. This anisotropy is real, but it is about a ninth of the false $0.54$ meV. Sites with several active orbitals and Hund's coupling fall outside the derivation, since their hopping is not a $2\times2$ matrix. Superexchange through two ligands with different rotation angles is a loop inside one bond. With repulsion on the ligands it splits the triplet: for two holes with hopping $0.9$, charge-transfer energy $3.5$, and repulsions $8$ on the metal and $4$ on the ligand (one energy unit), path angles $0.4$ and $0$ about a common axis give a splitting of $1.4\times10^{-3}J$, against $\gamma/2=1.0\times10^{-2}J$ for the mean angle $0.2$. Without the ligand repulsion the splitting vanishes.

\emph{Applied field.} The hidden symmetry concerns the zero-field spectrum. A field couples to the unrotated spins; assume an isotropic $g$ and a Zeeman term $b\,(S_1^a+S_2^a)$, with $b$ an energy, on the dimer. Along $\mathbf n=\hat z$ the operator is conserved and vanishes in the singlet, so $\chi_\parallel=0$ while the singlet is the ground state, $|b|<J$. For $a=x$, $S_2^+=e^{i\theta}\tilde S_2^+$ gives $S_2^x=\mathbf x'\cdot\tilde{\mathbf S}_2$ with $\mathbf x'=(\cos\theta,-\sin\theta,0)$, and
\begin{equation*}
S_1^x+S_2^x=\tfrac12(\hat x+\mathbf x')\cdot(\mathbf S_1+\tilde{\mathbf S}_2)+\tfrac12(\hat x-\mathbf x')\cdot(\mathbf S_1-\tilde{\mathbf S}_2).
\end{equation*}
The first term annihilates the singlet. In the second, $|\hat x-\mathbf x'|/2=\sin(\theta/2)$, and a unit component of $\mathbf S_1-\tilde{\mathbf S}_2$ maps the singlet on a normalized triplet state: quantizing along that component, it turns $(|{\uparrow\downarrow}\rangle-|{\downarrow\uparrow}\rangle)/\sqrt2$ into $(|{\uparrow\downarrow}\rangle+|{\downarrow\uparrow}\rangle)/\sqrt2$. With the gap $J$, the second-order shift is $-b^2\sin^2(\theta/2)/J$, so
\begin{equation}
\chi_\perp=-\frac{\partial^2E}{\partial b^2}=\frac{2\sin^2(\theta/2)}J=\frac\gamma{J^2}.
\end{equation}
Here $3.987\times10^{-5}/(0.002)^2=9.97$ Ha$^{-1}$, as a finite difference of the ground-state energy confirms. An unfrustrated dimer with a degenerate triplet still responds anisotropically, because the rotated spins see a uniform transverse field as partly staggered.

If your model descends from a one-band Hubbard model of this kind, keep $\Gamma=\gamma\,\mathbf n\mathbf n^T$ on every bond, build $u_{ij}$ from $\tan\theta=D/J_0$ and the direction of $\mathbf D_{ij}$, and multiply these matrices around the independent loops of your lattice, leaving out loops that only wind around a periodic cell, which act as a boundary twist. If each product is $\pm1$, the easy plane you found came from the truncation, and any anisotropy of the zero-field spectrum must come from terms left out of the model, for example further-neighbour hopping that closes a loop with a product other than $\pm1$, or the direct exchange treated above. A product other than $\pm1$ does not by itself justify the truncation, because the real anisotropy is set by $\Phi$. On a square plaquette with $\mathbf n=\hat y$ on the bonds along $x$ and $\mathbf n=-\hat x$ on the bonds along $y$, $\Phi\approx\theta^2$, and the classical energy per bond varies with the spin direction by about $JS^2(\Phi/4)^2/2\approx JS^2\theta^4/32$. This is $5\times10^{-5}JS^2$ at $\theta=0.2$, against about $10^{-2}JS^2$ without $\Gamma$.

\section*{Table of computed values}
\begin{verbatim}
inputs
tau = 0.01 Ha
U = 0.2 Ha
theta = 0.2 rad
K = 0.0002 Ha
S = 0.5 
t = 0.00995004 Ha
|lambda| = 0.000998334 Ha
J = 0.002 Ha = 54.423 meV
J0 = 0.00196013 Ha = 53.338 meV
D = 0.000397339 Ha = 10.812 meV
gamma = 3.98668e-05 Ha = 1.0848 meV
D^2/(2J) = 3.94695e-05 Ha
gamma/D = 0.100335 
D/J = 0.198669 
dimer spin levels, full (Ha): -1.500000e-03 5.000000e-04 5.000000e-04 5.000000e-04
dimer spin levels, no-Gamma (Ha): -1.490033e-03 4.900333e-04 4.900333e-04 5.099667e-04
dimer Hubbard singlet-triplet gap = 0.00198039 Ha
dimer Hubbard triplet spread = 0 Ha
dimer false splitting, no-Gamma = 1.99334e-05 Ha = 0.54242 meV
ring staggered: Phi = 0 rad
ring staggered: Eg, E0, E+- (Ha): -4.000000e-03 -2.000000e-03 -2.000000e-03
ring staggered: Delta full spin model = 0 Ha = 0 meV
ring staggered: Delta no-Gamma = -3.98668e-05 Ha = -1.0848 meV
ring staggered: Delta Hubbard = 0 Ha = 0 meV
ring uniform: Phi = 0.8 rad
ring uniform: Eg, E0, E+- (Ha): -3.946904e-03 -2.147064e-03 -1.960133e-03
ring uniform: Delta full spin model = 0.000186931 Ha = 5.0866 meV
ring uniform: Delta no-Gamma = 0.000149662 Ha = 4.0725 meV
ring uniform: Delta Hubbard = 0.000189459 Ha = 5.1555 meV
5 J theta^2/2 = 0.0002 Ha
2 J theta^2 = 0.00016 Ha
Delta Hubbard / Delta spin model = 1.01353 
relative error of spin-model Delta, tau/U=0.004 = 9.43129e-05 
relative error of spin-model Delta, tau/U=0.002 = 2.3588e-05 
classical plane-axis per bond, staggered full = 0 Ha
classical plane-axis per bond, staggered no-Gamma = -9.96671e-06 Ha
classical plane-axis per bond, uniform full = 9.96671e-06 Ha
classical plane-axis per bond, uniform no-Gamma = 0 Ha
triplet splitting with direct exchange K = 2.21211e-06 Ha = 0.060194 meV
chi perpendicular to n = 9.96672 1/Ha
chi along n = 0 1/Ha
conserved spin components (W=1, W=-1, one loop, two loops): 3 3 1 0
\end{verbatim}
